How the assumed attempt frequency shifts a hydrogen desorption energy

**Question.** A hydrogen-covered surface is heated at a steady rate in vacuum, and the desorption rate has its maximum at 400 K. An activation energy is to be inferred from this one temperature, on the assumption that desorption is first order. The attempt frequency is not measured and has to be assumed. If it is uncertain by a factor of one hundred, how uncertain is the energy, and how does that uncertainty scale?

**Answer.** The energy is uncertain by about 15 kJ/mol, or 0.15 eV per molecule. The uncertainty is nearly proportional to the peak temperature and to the logarithm of the uncertainty factor. "A factor of one hundred" means here the ratio of the largest to the smallest plausible frequency. The measured peak temperature and the heating rate are held fixed: the surface does not change, only what is inferred about it.

**From the peak to the energy**

Let θ be the fractional hydrogen coverage, ν the attempt frequency, E the molar activation energy and R the gas constant. The first-order model is

dθ/dt = −kθ, with k = ν exp(−E/RT).

Both ν and E are taken as constant, desorbed gas does not return, and the temperature rises as T = T₀ + βt from a start well below the peak.

The desorption rate is r = kθ. Heating raises k while desorption lowers θ, and the peak is where the two tendencies balance. By the product rule, with dk/dt = β dk/dT,

dr/dt = βθ dk/dT + k dθ/dt = θ(β dk/dT − k²).

Since dk/dT = kE/(RT²), setting the bracket to zero and dividing by βk gives, at the peak temperature T_p,

E/(RT_p²) = (ν/β) exp(−E/RT_p).

As T grows, the left side falls from infinity towards zero, while the right side rises from zero towards ν/β. They cross once, so there is one maximum. The initial coverage has dropped out.

Now define x = E/(RT_p), the activation energy measured in thermal units at the peak. The left side is x/T_p, so multiplying by T_p exp(x) gives

x exp(x) = νT_p/β.

The left side increases steadily with x, so each assumed ν gives one energy. Taking logarithms,

x = ln(νT_p/β) − ln x.

This can be solved by iteration: put a trial x into the small term ln x and repeat. For β = 1 K/s and ν = 10¹³ s⁻¹ the first logarithm is 35.925. Using that number as the trial value gives x = 32.34, the next round gives 32.45, and the result settles at 32.446. With RT_p = 3.3258 kJ/mol,

E = 32.446 × 3.3258 = 107.9 kJ/mol = 1.12 eV.

**The hundredfold change**

Let ν₁ be the smaller assumed frequency and ν₂ = fν₁ the larger. Subtracting the logarithmic equations for the two cases removes T_p/β:

x₂ − x₁ = ln f − ln(x₂/x₁).

Multiplication by RT_p gives the change in the inferred energy:

ΔE = RT_p [ln f − ln(x₂/x₁)].

The first term is the simple estimate. A larger attempt frequency would make desorption faster, so a higher barrier is needed to keep the peak in place. The second term arises because the rate constant at the peak is not quite the same in the two cases: the peak condition makes it k = βx/T_p. It is small because the two values of x are nearly equal.

Take ν from 10¹² to 10¹⁴ s⁻¹. The two solutions are x₁ = 30.214 and x₂ = 34.681, with energies of 100.5 and 115.3 kJ/mol. For f = 100,

RT_p ln f = 3.3258 × 4.6052 = 15.32 kJ/mol,

RT_p ln(x₂/x₁) = 0.46 kJ/mol,

ΔE = 15.32 − 0.46 = 14.86 kJ/mol.

As a test that does not use the peak condition, the rate equation was integrated and E was adjusted until the computed maximum stood at 400 K. This gave the same two energies and the same difference, to the digits printed in the numerical output.

The change is 13.8 percent of the middle energy, 107.9 kJ/mol. If the frequency may instead be wrong by a factor of one hundred in either direction from 10¹³ s⁻¹, the energy may move down by 14.8 or up by 14.9 kJ/mol, and the full span is nearly 30 kJ/mol.

**How the uncertainty scales**

For a small change in ν, differentiate x + ln x = ln(νT_p/β) at fixed T_p and β:

(1 + 1/x) dx = d ln ν.

Since dE = RT_p dx,

dE/d ln ν = RT_p x/(1+x).

At the middle frequency this is 3.226 kJ/mol per unit of ln ν. A factor of ten, for which ln ν changes by 2.303, therefore costs about 7.4 kJ/mol.

The fraction x/(1+x) increases with x. Over the whole interval the slope thus lies between its end values, and ΔE must lie between

RT_p ln f · x₁/(1+x₁) and RT_p ln f · x₂/(1+x₂).

For the example these bounds are 14.83 and 14.89 kJ/mol.

When x is large, the fraction is close to one and ΔE approaches RT_p ln f. At fixed ν and β, doubling the peak temperature then slightly more than doubles the uncertainty, because x also grows a little. The heating rate matters much less: at 0.1 and 10 K/s, with the peak still placed at 400 K, the changes are 14.89 and 14.82 kJ/mol.

The opposite limit shows what the estimate relies on. If νT_p/β were much smaller than one, exp(x) would be close to one and x ≈ νT_p/β. The inferred energy would then be proportional to ν, not to its logarithm. The logarithmic rule therefore belongs to barriers much higher than the thermal energy, as here.

The relative sensitivity follows on dividing the slope by E = RT_p x:

d ln E/d ln ν = 1/(1+x).

With x near 32, a large relative error in ν becomes a modest relative error in E. A modest error in E can still matter when the result is carried to another temperature. Compare the rate constants of the two candidate pairs at 300 K, where RT = 2.494 kJ/mol:

k₂/k₁ = 100 exp(−14.86/2.494) ≈ 0.26.

At 400 K the same ratio is x₂/x₁ = 1.15. The two pairs nearly agree at the measured peak, but their predicted desorption rates at 300 K, for equal coverage, differ by a factor of about four.

**What further data can settle**

One peak temperature cannot determine two unknowns, but the peak width carries more information. Define

s = (E/R)(1/T_p − 1/T) = x(T − T_p)/T,

so that k = k_p exp(s), where k_p is the rate constant at the peak. Differentiation gives dT = (RT²/E) ds. For large x the peak is narrow, and T² may be replaced by T_p². The peak condition k_p/β = E/(RT_p²) then gives

k dT/β ≈ exp(s) ds.

Because d ln θ = −k dT/β, integration from the peak, where s = 0, gives ln(θ/θ_p) ≈ 1 − exp(s). The rate relative to its maximum is therefore

r/r_p ≈ exp[1 + s − exp(s)].

It equals one half at s = −1.461 and s = 0.985. These points are 2.446 apart, and since T − T_p ≈ sT_p/x, the full width at half maximum is about

2.446 T_p/x.

This gives 32.4 K for the low-frequency pair and 28.2 K for the high-frequency pair. Direct integration gives 31.0 and 27.2 K, so the leading-order formula is about 4 percent too wide. The difference between the candidates, about 4 K, can be used only if nothing else broadens the peak. That is a strong condition: at the middle frequency the first-order width is 29 K, but second-order desorption from full coverage gives 41 K, and a repulsion of 5 kJ/mol at full coverage gives 43 K. The width says something about ν only when the order and the interactions are already known.

A second heating rate removes ν, provided ν does not depend on temperature. Rearranging the peak condition gives

β/T_p² = (νR/E) exp(−E/RT_p).

Take logarithms for heating rates β₁ and β₂, with peaks at T₁ and T₂, and subtract. The factor νR/E cancels, leaving

E = R [ln(β₂/T₂²) − ln(β₁/T₁²)]/(1/T₁ − 1/T₂).

Going from 1 to 10 K/s moves the peak by 30.7 K for the low-frequency pair and by 26.7 K for the high-frequency pair. Applied to these computed peaks, the formula returns 100.5 and 115.3 kJ/mol. If the shift is read 1 K too large, the results fall to 97.3 and 111.2 kJ/mol. An error of 3 to 4 kJ/mol remains, well below the original 15 kJ/mol, but this requires the peak shift to be known to about 1 K. It also requires a barrier that does not depend on coverage. If repulsion lowers the barrier by 5 kJ/mol at full coverage, and both runs start there, the formula returns an energy about 4 kJ/mol below the zero-coverage barrier. Any temperature dependence of the prefactor also enters the result, because the formula measures the slope of ln k against 1/T. A prefactor proportional to T raises the result by about RT, here 3.3 kJ/mol, and tunnelling through a parabolic barrier of wavenumber 1000 cm⁻¹ lowers it by 4.7 kJ/mol.

**How far a real surface departs from the model**

The peak temperature and the frequencies in the example are assumed round values, not data for a particular surface. The assumption that a hydrogen-covered metal normally breaks is first order: adsorbed atoms usually have to meet in pairs before they leave as H₂.

For pair recombination the rate is r = kθ² and dθ/dt = −kθ². The peak condition becomes

0 = βθ² dk/dT − 2k²θ³, hence x exp(x) = 2νθ_pT_p/β.

To find θ_p, integrate the rate equation from the initial coverage θ₀ to the peak. With the same narrow-peak approximation,

1/θ_p − 1/θ₀ = ∫k dT/β ≈ k_pRT_p²/(βE) = 1/(2θ_p).

The last equality is the second-order peak condition. It follows that θ_p ≈ θ₀/2, so the first-order formula applies approximately with ν replaced by νθ₀. For θ₀ = 1 and ν = 10¹³ s⁻¹, integration gives an energy only 0.2 kJ/mol above the first-order value. For θ₀ = 0.1 the energy is 7.2 kJ/mol lower. At this coverage a wrong order thus costs about half as much as the hundredfold uncertainty in ν, and at lower coverage it costs more.

Other effects were sized with the middle frequency. For the first three below, the rate equation was integrated and the energy found that keeps the peak at 400 K. For the last, a misread temperature, the first-order formula was evaluated at 405 K instead of 400 K. The strengths are illustrative.

- Repulsion that lowers the barrier by 5 kJ/mol at full coverage, starting from θ₀ = 1, raises the inferred zero-coverage energy by 3.9 kJ/mol.
- Tunnelling through a parabolic barrier of wavenumber 1000 cm⁻¹ multiplies the rate at 400 K by 1.85 and raises the inferred energy by 2.1 kJ/mol.
- A prefactor proportional to T, equal to ν at 400 K, lowers the energy by 0.1 kJ/mol.
- A peak temperature read 5 K too high raises the energy by 1.4 kJ/mol.

These effects move the energy itself, but hardly change its sensitivity to ν. With second-order kinetics at the two coverages above, repulsion, a temperature-dependent prefactor or tunnelling included one at a time, the hundredfold change stays between 14.80 and 14.87 kJ/mol.

The estimate does not cover a peak controlled by hydrogen diffusing out of the solid, or by gas returning to the surface. The peak temperature then reflects processes absent from the rate equation, and the inferred E need not be the barrier for desorption.

Numbers as computed

```
Peak temperature: 400 K; heating rate: 1 K/s
R*Tp: 3.3258 kJ/mol; ln(100): 4.6052
nu=1e+12 1/s: ln(nu*Tp/beta)=33.622, x=30.214, E=100.49, simulated E=100.49 kJ/mol
nu=1e+13 1/s: ln(nu*Tp/beta)=35.925, x=32.446, E=107.91, simulated E=107.91 kJ/mol
nu=1e+14 1/s: ln(nu*Tp/beta)=38.228, x=34.681, E=115.34, simulated E=115.34 kJ/mol
Simple estimate R*Tp*ln(100): 15.32 kJ/mol
Logarithmic correction: 0.46 kJ/mol
Change of E, formula: 14.86 kJ/mol = 0.154 eV
Change of E, simulated: 14.86 kJ/mol
Bounds on the change: 14.83 to 14.89 kJ/mol
Middle energy: 107.91 kJ/mol = 1.118 eV
Change relative to middle energy: 13.8 percent
dE/dln(nu) at middle nu: 3.226, simulated 3.226 kJ/mol
Hundredfold each way from middle nu: -14.82, +14.89 kJ/mol
Change of E if heating rate is 0.1 K/s: 14.89 kJ/mol
Change of E if heating rate is 10 K/s: 14.82 kJ/mol
Half-maximum points s: -1.461, 0.985; width number: 2.446
low nu: full width simulated 31.00 K, leading formula 32.39 K
low nu: peak at 10 K/s: 430.71 K, shift 30.72 K
low nu: E from two heating rates: 100.48 kJ/mol; with shift read 1 K too large: 97.33 kJ/mol
high nu: full width simulated 27.15 K, leading formula 28.22 K
high nu: peak at 10 K/s: 426.74 K, shift 26.74 K
high nu: E from two heating rates: 115.34 kJ/mol; with shift read 1 K too large: 111.20 kJ/mol
Repulsion at full coverage: 5.0 kJ/mol
Barrier wavenumber: 1000 1/cm; tunnelling factor at Tp: 1.85
second order, theta0=1: E at middle nu changes by +0.18 kJ/mol; hundredfold change 14.84 kJ/mol
second order, theta0=0.1: E at middle nu changes by -7.23 kJ/mol; hundredfold change 14.80 kJ/mol
repulsion, theta0=1: E at middle nu changes by +3.93 kJ/mol; hundredfold change 14.83 kJ/mol
nu proportional to T: E at middle nu changes by -0.10 kJ/mol; hundredfold change 14.87 kJ/mol
tunnelling: E at middle nu changes by +2.12 kJ/mol; hundredfold change 14.85 kJ/mol
Thermometer error 5 K: E changes by 1.39 kJ/mol
```
